# Static polarizability from real-time propagation: finite-time and damping errors

## An integral that does not settle

A hydrogen atom receives a weak, sudden kick from an electric field. The induced dipole per unit kick, integrated over all later time, should be the static polarizability, $4.5$ atomic units. Propagating the Schrödinger equation in a finite basis and stopping the integral at $T=120$ gives $3.43$. Continuing to $2T$ does not help: on the way the running integral wanders between $0.91$ and $7.91$. The time step and the kick strength are small enough not to matter here. The fault is in how the integral is ended.

Hartree atomic units are used throughout, and a unit not stated is the atomic one.

## What the kick records

Let the Hamiltonian be $H(t)=H_0-E(t)D$, with $D=-z$ for one electron. Assume a nondegenerate ground state $\psi_0$ of energy $E_g$, no permanent dipole, and excitation energies $\omega_n\ge\omega_1>0$. Write $d_n=\langle\psi_n|D|\psi_0\rangle$, taken real. Sums over $n$ include an integral over the continuum.

For $E(t)=\kappa\,\delta(t)$, integrating $i\partial_t\psi=H\psi$ across $t=0$ leaves the contribution of the field alone, so $\psi(0^+)=e^{i\kappa D}\psi_0$. To first order in $\kappa$,

$$\psi(t)=e^{-iE_gt}\Big[\psi_0+i\kappa\sum_n d_n e^{-i\omega_nt}\psi_n\Big].$$

The dipole is twice the real part of the cross term. Since $\mathrm{Re}(ie^{-i\omega t})=\sin\omega t$,

$$a(t)\equiv\frac{\mu(t)}{\kappa}=\sum_n 2d_n^2\sin\omega_nt=\sum_n\frac{f_n}{\omega_n}\sin\omega_nt,\qquad f_n=2\omega_nd_n^2 .$$

In a static field $E$, perturbation theory mixes in $\psi_n$ with coefficient $Ed_n/\omega_n$. The dipole is then $2E\sum_n d_n^2/\omega_n$, so

$$\alpha=\sum_n\frac{2d_n^2}{\omega_n}=\sum_n\frac{f_n}{\omega_n^2}.$$

Extracting $\alpha$ from $a(t)$ therefore means turning each $\sin\omega_nt$ into $1/\omega_n$.

Hydrogen supplies an independent value. The response per unit field obeys $(H_0-E_g)\psi_1=D\psi_0=-z\psi_0$. Try $\psi_1=-g\psi_0$ with $g=(r+r^2/2)\cos\theta$. Because $\nabla\psi_0=-\hat r\psi_0$,

$$(H_0-E_g)g\psi_0=\big[-\tfrac12\nabla^2g+\partial_rg\big]\psi_0=\big[-\cos\theta+(1+r)\cos\theta\big]\psi_0=z\psi_0,$$

as required. The angular average of $\cos^2\theta$ is $1/3$, and $\langle r^2\rangle=3$, $\langle r^3\rangle=15/2$. Hence

$$\alpha=2\langle zg\rangle=\tfrac23\big(3+\tfrac{15}{4}\big)=\tfrac92,$$

or $0.667$ Å$^3$. This is the nonrelativistic atom with a fixed nucleus.

The propagation uses 16 radial functions, polynomials times $e^{-r}$, for each $l=0,\dots,3$. They contain $\psi_0$ and the static response $\psi_1$ exactly; discrete states stand in for the higher bound states and the continuum. Finite-time values such as $3.43$ therefore belong to this basis. With the exact bound and continuum spectrum of hydrogen the sharp cut at $T=120$ gives $3.25$, and the running integral between $T$ and $2T$ ranges from $1.14$ to $7.82$. The smoother the window, the smaller the shift. Of the values given below, the linear-window result moves from $4.4382$ to $4.4431$, the best exponential at $T=120$ from $4.4424$ to $4.4416$, and the cubic-window result from $4.5146$ to $4.5147$; the ranges during a hold move by up to $0.005$. The long damped value $4.4579$, $S_4$ and $S_6$ do not move in the digits shown. The error formulas below are evaluated with the states of this same basis.

## Why the sharp cut fails

Stopping at $T$ replaces $1/\omega_n$ by $\int_0^T\sin\omega_nt\,dt=(1-\cos\omega_nT)/\omega_n$, so

$$\alpha_T=\sum_n\frac{f_n}{\omega_n^2}\,(1-\cos\omega_nT).$$

For a discrete line the error does not decay with $T$. The first line, $\omega_1=0.375$, contributes $2.96$ of the $4.5$. At $T=120$ its phase is $\omega_1T=45$, with $\cos45=0.525$, so it alone lowers the result by $2.96\times0.525=1.55$. The observed deficit is $4.50-3.43=1.07$; the other states return the difference. The first line alone would make the integral swing between $4.5\pm2.96$, that is, from $1.54$ to $7.46$. The rest of the spectrum widens this to the observed range.

## Dividing the spectrum by $\omega^2$ does not avoid the problem

One might instead Fourier transform and integrate the strength over $\omega^2$. Let the signal be multiplied by a window $w(t)$ with $w(0)=1$, and define

$$S_w(\omega)=\frac{2\omega}{\pi}\int_0^T a(t)w(t)\sin\omega t\,dt .$$

Integrating up to a cutoff $\Omega$ and exchanging the order of integration,

$$\int_0^\Omega\frac{S_w}{\omega^2}d\omega=\frac2\pi\int_0^Ta(t)w(t)\Big[\int_0^\Omega\frac{\sin\omega t}{\omega}d\omega\Big]dt\;\xrightarrow{\Omega\to\infty}\;\int_0^Ta(t)w(t)\,dt,$$

because the bracket tends to $\pi/2$ for every $t>0$ and stays bounded. The spectral route thus has the same finite-time error as the time integral. With $w=1$ it would return $3.43$ again. What can be improved is the window.

The identity needs the spectrum that the windowed signal really has. For $w=e^{-\gamma t}$ and a long run, writing the product of sines as a difference of cosines gives

$$S_\gamma=\sum_n\frac{f_n\,\omega}{\omega_n}\big[L(\omega-\omega_n)-L(\omega+\omega_n)\big],\qquad L(x)=\frac{\gamma/\pi}{x^2+\gamma^2}.$$

For $\omega>0$ the bracket is positive, and it vanishes linearly at $\omega=0$, so $S_\gamma/\omega^2$ stays finite. If one broadens a stick spectrum by $L(\omega-\omega_n)$ alone, the strength at zero is $\sum_nf_nL(\omega_n)>0$ and the integral diverges. With $\gamma=0.04$, lowering the lower limit from $0.01$ to $0.001$ raises the integral from $10.9$ to $62.6$.

A finite cutoff also costs something. Substituting $\omega\to-\omega$ in the mirror term extends the integral of $S_\gamma$ to the whole axis:

$$\int_0^\infty S_\gamma\,d\omega=\sum_n\frac{f_n}{\omega_n}\int_{-\infty}^{\infty}\omega L(\omega-\omega_n)\,d\omega=\sum_nf_n,$$

with limits taken symmetrically. Beyond $\Omega$ one has $1/\omega^2\le1/\Omega^2$, and $S_\gamma\ge0$, so

$$0\le\int_\Omega^\infty\frac{S_\gamma}{\omega^2}d\omega\le\frac{1}{\Omega^2}\Big[\sum_nf_n-\int_0^\Omega S_\gamma\,d\omega\Big].$$

For hydrogen $\sum_nf_n=1$. At $\Omega=3$ the strength found is $0.973$, and the bound is $0.027/9=0.0030$. The part actually missing is $0.0011$. These figures depend on how the basis represents the continuum: the exact spectrum gives a strength of $0.970$, a bound of $0.0034$ and a missing part of $0.0014$. Integrating in time avoids this error.

## First repair: exponential damping

For one frequency,

$$\int_0^Te^{-\gamma t}\sin\omega t\,dt=\mathrm{Im}\,\frac{e^{(i\omega-\gamma)T}-1}{i\omega-\gamma}=\frac{\omega-e^{-\gamma T}(\omega\cos\omega T+\gamma\sin\omega T)}{\omega^2+\gamma^2},$$

where the last step uses $1/(i\omega-\gamma)=-(\gamma+i\omega)/(\omega^2+\gamma^2)$. If the run is long enough for $e^{-\gamma T}$ to be negligible, multiplying by $f_n/\omega_n$ and summing gives

$$\alpha_\gamma=\sum_n\frac{f_n}{\omega_n^2+\gamma^2}=\alpha-\gamma^2S_4+\gamma^4S_6-\dots,\qquad S_k=\sum_n\frac{f_n}{\omega_n^k}.$$

The expansion requires $\gamma<\omega_1$. Damping has a clear meaning here: it gives the polarizability at the imaginary frequency $i\gamma$, which lies below the static one because every $f_n\ge0$ for a ground state.

Here $S_4=26.58$ and $S_6=172.2$. For $\gamma=0.04$ the predicted leading error is $-0.0016\times26.58=-0.0425$; the run of length $600$ gives $4.4579$, an error of $-0.0421$. The next term, $+\gamma^4S_6=0.0004$, accounts for the difference.

Since the error is even in $\gamma$, a second window applied to the same signal removes its leading part:

$$\frac{4\alpha_\gamma-\alpha_{2\gamma}}3=\alpha+\frac{4-16}{3}\gamma^4S_6+\dots=\alpha-4\gamma^4S_6+\dots$$

The numbers are $(4\times4.4579-4.3366)/3=4.4983$. The error has fallen to $-0.0017$, against a predicted leading term of $-0.0018$.

This works because $e^{-\gamma T}=e^{-24}$ in the long run. At $T=120$ the same $\gamma$ leaves $e^{-4.8}\approx0.8\%$, larger than the error that the extrapolation should reach. A short run forces a compromise: weak damping leaves the end of the signal audible, strong damping shifts the answer. Relative to $1/\omega$, the error of one mode is

$$-\frac{\gamma^2}{\omega^2+\gamma^2}-e^{-\gamma T}\,\frac{\omega(\omega\cos\omega T+\gamma\sin\omega T)}{\omega^2+\gamma^2}.$$

The parenthesis is at most $\sqrt{\omega^2+\gamma^2}$ in size. As all weights $f_n/\omega_n^2$ are nonnegative, the relative error of the sum is bounded by

$$B(\gamma)=\frac{\gamma^2}{\omega_1^2}+e^{-\gamma T}.$$

This function is convex, so its stationary point is its minimum. Setting $B'=0$ gives $2\gamma/\omega_1^2=Te^{-\gamma T}$. With $x=\gamma T$ and $y=\omega_1T$ this reads $2xe^x=y^2$, hence

$$x=W(y^2/2),\qquad B_{\min}=\frac{x^2+2x}{y^2},$$

where $W$ is the Lambert function, the solution of $We^W=$ argument. For $y=45$ one finds $x=5.26$ and $\gamma=0.0438$. The bound is $(27.7+10.5)/2025=1.9\%$; the actual error is $-1.3\%$.

The extrapolation still helps on a short run if $\gamma$ is chosen for it. With $u=\gamma^2/\omega^2$, the combination leaves a mode the relative error $-4u^2/[(1+u)(1+4u)]$, largest in size at $\omega_1$, plus end terms of size at most $(4e^{-\gamma T}+e^{-2\gamma T})/3$. At $T=120$ and $\gamma=0.06$ these add to a bound of $0.33\%$; the actual error is $-0.21\%$.

## Second repair: a window that ends smoothly

The exponential either leaves a jump at $T$ or bends the signal strongly before it. A window that reaches zero with zero slope at $T$ leaves neither a jump nor a corner there. The lowest polynomial with $w(0)=1$, $w(T)=0$ and zero slope at both ends is

$$w(t)=1-3\Big(\frac tT\Big)^2+2\Big(\frac tT\Big)^3 .$$

Integrate by parts. The first step gives the desired $1/\omega$; in the second the boundary terms vanish because $w'(T)=0$ and $\sin\omega t=0$ at $t=0$:

$$\int_0^Tw\sin\omega t\,dt=\frac1\omega+\frac1\omega\int_0^Tw'\cos\omega t\,dt=\frac1\omega-\frac1{\omega^2}\int_0^Tw''\sin\omega t\,dt .$$

The zero slope at $t=0$ plays no part in this step; it matters when the corresponding ramp is held after $T$, as below. For a kick alone the simpler window $(1-t/T)^2$ is therefore enough. It has $w''=2/T^2$, and the same formula gives the relative error $-2(1-\cos\omega T)/(\omega T)^2$, at most $4/y^2$ in size. The cubic window is followed here because it also serves as a ramp that can be held.

For the cubic window $w''(0)=-6/T^2$, $w''(T)=6/T^2$ and $w'''=12/T^3$, so

$$\int_0^Tw''\sin\omega t\,dt=-\frac{6(1+\cos\omega T)}{\omega T^2}+\frac{12\sin\omega T}{\omega^2T^3}.$$

Multiplying the integral by $\omega$ and subtracting one gives the relative error of a mode,

$$\varepsilon(\omega)=\frac{6(1+\cos\omega T)}{(\omega T)^2}-\frac{12\sin\omega T}{(\omega T)^3}.$$

Its size is at most $12/y^2+12/y^3$, which is $0.61\%$ here. The propagated signal gives $4.5146$, an error of $+0.32\%$. The exponential bound also falls as $1/y^2$, but carries the factor $x^2+2x$, which grows as the square of $\ln y$ for large $y$.

For comparison, the linear window $w=1-t/T$ has $w'=-1/T$, and the first integration by parts gives the relative error $-\sin\omega T/(\omega T)$. Its corner at $t=T$ costs one power of $T$. It yields $4.4382$, an error of $-1.4\%$.

## The adiabatic ramp is the same calculation

The other approach raises the field slowly, $E(t)=E_0r(t)$ with $r(T)=1$, and reads the dipole. In linear response the field is a succession of kicks, so with $s=T-t'$

$$\frac{\mu(T)}{E_0}=\int_0^Ta(T-t')\,r(t')\,dt'=\int_0^Ta(s)\,r(T-s)\,ds .$$

This is the kick integral with $w(s)=r(T-s)$. The sharp cut corresponds to a field switched on suddenly, which leaves the atom ringing. Exponential damping corresponds to a field that has grown as $e^{\gamma t}$ since the distant past. The cubic window is the ramp $r=3q^2-2q^3$, $q=t/T$. Separate propagations with linear and cubic ramps return $4.4382$ and $4.5146$, the windowed kick values to the digits shown.

A ramp can also be held after $T$. Integrating by parts over $t'$, for $t>T$,

$$\int_0^t\sin\omega(t-t')\,r(t')\,dt'=\frac1\omega\Big[1-\int_0^Tr'(t')\cos\omega(t-t')\,dt'\Big].$$

If $r'$ is symmetric about $T/2$, put $t'=T/2+\tau$; the part odd in $\tau$ drops out and

$$\frac{\mu(t)}{E_0}=\sum_n\frac{f_n}{\omega_n^2}\big[1-A_n\cos\omega_n(t-T/2)\big],\qquad A_n=\int_{-T/2}^{T/2}r'\cos\omega_n\tau\,d\tau .$$

With $\theta=\omega_nT/2$, the linear ramp has $A=\sin\theta/\theta$. For the cubic ramp, $r'=6q(1-q)/T$, and $u=2\tau/T$ gives

$$A=\frac34\int_{-1}^1(1-u^2)\cos\theta u\,du=\frac{3(\sin\theta-\theta\cos\theta)}{\theta^3}.$$

For $\theta\ll1$ both tend to one: a ramp much shorter than the period is a sudden step. For large $\theta$ the envelopes fall as $1/\theta$ and $3/\theta^2$.

For the first line $\theta=22.5$, and $|A|$ is $0.022$ and $0.0051$. Its ringing should therefore be $\pm0.064$ and $\pm0.015$ about $4.5$. During the hold the dipole per field runs from $4.418$ to $4.579$ after the linear ramp, and from $4.484$ to $4.516$ after the cubic one. The somewhat larger swings include the higher states. The linear ramp is favoured by its phase here, since its envelope $1/\theta$ is $0.044$.

## Time step and field strength

The Crank–Nicolson step with $H_0-E_g$ multiplies an excited amplitude by $(1-i\omega\Delta t/2)/(1+i\omega\Delta t/2)=e^{-i\tilde\omega\Delta t}$, so $\tan(\tilde\omega\Delta t/2)=\omega\Delta t/2$. The frequency is shifted, but the trapezoid sum has an error too. For a long damped run, with $\varphi=\tilde\omega\Delta t$, the geometric series gives

$$\Delta t\sum_{k\ge0}e^{-\gamma k\Delta t}\sin k\varphi=\frac{\Delta t}{2}\,\frac{\sin\varphi}{\cosh\gamma\Delta t-\cos\varphi}.$$

Insert the half-angle forms with $\tan(\varphi/2)=\omega\Delta t/2$, $h=\tanh(\gamma\Delta t/2)$ and $g=2h/\Delta t$. The sum becomes

$$(1-h^2)\,\frac{\omega}{\omega^2+g^2}\;\xrightarrow{\gamma\to0}\;\frac1\omega .$$

In this limit the two errors cancel. With $\gamma=0.04$, a step twenty times coarser, $0.5$ instead of $0.025$, changes the result from $4.4579$ to $4.4575$, as the factor $1-h^2\approx1-10^{-4}$ requires.

Reversing the field reverses the dipole of an inversion-symmetric system, so the leading nonlinear errors are quadratic. In this basis they are about $300\,\kappa^2$ for the kick with the cubic window at $T=120$, and $222\,E_0^2$ for the static field. The static coefficient is converged. The kick coefficient belongs to the chosen window and $T$ and is not converged in this basis: it rises to about $360$ and $470$ with 24 and 48 radial functions, and settles near $690$ in a spline basis extending to $r=200$ or beyond. At the strengths used, $10^{-4}$, both errors stay below $10^{-5}$. A held field needs more care in hydrogen: $D$ couples excited states of equal energy, which split symmetrically in proportion to $E_0$. The split lines beat, and the amplitude of the ringing changes by a relative amount that grows at first as $(E_0t)^2$.

## Choosing the run

The gap sets the cost. To bring the cubic-window bound to $0.1\%$ one needs $\omega_1T\approx110$, hence $T\approx290$ for hydrogen; a gap ten times smaller needs a run ten times longer. Without a gap these bounds give no guarantee. One kick run can be reanalysed with any window and any shorter $T$, whereas each ramp shape needs its own propagation. The single-window bounds are $1/y$ for the linear window, $(x^2+2x)/y^2$ for the exponential and $12/y^2+12/y^3$ for the cubic one; of these three the last is the smallest once $y=\omega_1T$ exceeds about $13$. For a kick that needs no matching ramp, $(1-t/T)^2$ has the still smaller bound $4/y^2$. For a long run, exponential damping with the extrapolation above leaves an error that falls as $\gamma^4$ once $\gamma$ is small compared with $\omega_1$. Even at $T=120$ the extrapolation with $\gamma=0.06$ has a bound of $0.33\%$, below the $0.61\%$ of the cubic window and above the $0.20\%$ of $(1-t/T)^2$. The full set of values is in the numerical output.

## Computed results

```
ground-state energy: -0.50000 hartree
first excitation energy omega_1: 0.37500 hartree
oscillator strength of first line: 0.41620 
sum of oscillator strengths: 1.00000 
static polarizability, sum over states: 4.50000 a.u.
static polarizability, closed form: 4.50000 a.u.
static polarizability, volume: 0.66683 angstrom^3
share of first line in alpha: 2.95962 a.u.
S4 = sum f/omega^4: 26.5833 a.u.
S6 = sum f/omega^6: 172.188 a.u.
time step: 0.025 a.u.
kick strength: 0.00010 a.u.
run length T: 120.0 a.u.
run length T: 2.903 fs
long run length: 600.0 a.u.
sharp cut at T: 3.433 a.u.
sharp cut, minimum between T and 2T: 0.91 a.u.
sharp cut, maximum between T and 2T: 7.91 a.u.
damping gamma: 0.040 hartree
alpha damped with gamma, long run: 4.45790 a.u.
its error: -0.04210 a.u.
leading error -gamma^2 S4: -0.04253 a.u.
alpha damped with 2 gamma, long run: 4.33662 a.u.
extrapolated alpha: 4.49833 a.u.
its error: -0.00167 a.u.
leading error -4 gamma^4 S6: -0.00176 a.u.
frequency cutoff: 3.0 hartree
spectral integral up to cutoff: 4.45685 a.u.
strength below cutoff: 0.97287 
missing part of alpha: 0.001050 a.u.
bound on missing part: 0.003015 a.u.
plain Lorentzians, lower limit 0.01 hartree: 10.91 a.u.
plain Lorentzians, lower limit 0.001 hartree: 62.62 a.u.
best gamma*T: 5.2600 
best gamma for T: 0.04383 hartree
alpha with best gamma, run T: 4.4424 a.u.
its relative error: -1.279 %
bound on its relative error: 1.886 %
kick, linear window: 4.4382 a.u.
linear ramp read at T: 4.4382 a.u.
kick, cubic window: 4.5146 a.u.
cubic ramp read at T: 4.5146 a.u.
cubic window relative error: 0.324 %
ramp final field: 0.00010 a.u.
linear ramp, hold minimum: 4.4176 a.u.
linear ramp, hold maximum: 4.5785 a.u.
cubic ramp, hold minimum: 4.4840 a.u.
cubic ramp, hold maximum: 4.5157 a.u.
first-line amplitude factor, linear: 0.02165 
first-line amplitude factor, cubic: 0.00505 
coarse time step: 0.50 a.u.
alpha damped with gamma, coarse step: 4.45746 a.u.
coarse-step formula: 4.45746 a.u.
kick error / kappa^2, cubic window: 301.06 a.u.
ratio of kick error differences: 4.000 
static field error / field^2: 222.3 a.u.
ratio of static errors, field doubled: 4.006
```
